\section*{Flood-filling the gas region to stop deposition in sealed voids}

\section{What goes wrong at pinch-off}

A film grown in a trench with a narrow mouth can close the mouth while the space below is still empty. From then on no precursor can enter, and the void must keep its shape. A surface-profile program does not know this by itself. If its growth rate is a property of the surface alone, such as a fixed thickness per deposition cycle, it goes on coating the walls of the void. In the trench computed below, 100 cycles of such false growth remove 34.5\,\% of the void area. With enough further cycles the void disappears, and the program reports a solid filling where there should be a hole.

The remedy is to ask, before each growth step, which parts of the gas can be reached from the source plane. The walls of all other parts are given zero external flux. \emph{External} flux means molecules that started at the source plane. Gas already present in the void at closure is a separate, finite supply, estimated later. The solid is taken to be impermeable.

\section{A grid small enough to fill by hand}

Let the top row of a grid be the source plane. In the left array a number marks a gas node and $\#$ a solid node:
\begin{equation}
\begin{array}{ccccc}
0&0&0&0&0\\
\#&\#&1&\#&\#\\
\#&3&2&3&\#\\
\#&4&3&4&\#\\
\#&\#&\#&\#&\#
\end{array}
\qquad\longrightarrow\qquad
\begin{array}{ccccc}
0&0&0&0&0\\
\#&\#&\#&\#&\#\\
\#&v&v&v&\#\\
\#&v&v&v&\#\\
\#&\#&\#&\#&\#
\end{array}
\end{equation}
The numbers count steps from the source. Start with the five nodes marked 0. Their only unvisited gas neighbour, looking up, down, left and right, is the neck node, marked 1. From there one reaches node 2, then the three nodes marked 3, then the two marked 4. All 12 gas nodes have been reached.

Now let the film fill the neck node, as on the right. The fill starts from the same five nodes, finds no gas neighbour below them and stops. The six nodes marked $v$ are gas but were not reached: they form the void.

The flux in a void can also be found by hand. Take two facing walls that see only each other. A molecule striking a wall sticks with probability $s$ and otherwise leaves again. With $F_1$ and $F_2$ the incident fluxes per unit area, and no source in view,
\begin{equation}
F_1=(1-s)F_2,\qquad F_2=(1-s)F_1 .
\end{equation}
Inserting the second relation in the first gives $F_1=(1-s)^2F_1$. For $0<s\le1$ the factor $(1-s)^2$ is less than one, so $F_1=0$ and then $F_2=0$. For $s=0$ any common value $F_1=F_2$ is allowed: this is trapped gas that never sticks, and the balance alone cannot say how much of it there is.

\section{The general statement about flux}

Let $G$ be the gas region and $A$ the part of $G$ that can be joined to the source plane by a continuous path in the gas. Suppose that the separate parts of $G$ have solid of finite thickness between them. A molecule flies through gas, meets a wall, and may fly on through gas. Its whole history is one continuous path that never crosses solid, so a molecule from the source stays in $A$. Walls that bound only $G\setminus A$ therefore receive no external flux, after any number of bounces. The argument does not use the value of $s$, nor does it need straight flights; collisions in the gas change the path but not its continuity.

The same result follows from the steady flux balance used in many-bounce calculations. Divide the walls into panels. Let $E_i$ be the flux arriving at panel $i$ directly from the source, and $K_{ij}$ the fraction of molecules leaving panel $i$ diffusely that next strike panel $j$. Panel areas $\ell_i$ obey reciprocity, $\ell_iK_{ij}=\ell_jK_{ji}$. Panel $j$ re-emits $(1-s)F_j\ell_j$ molecules per unit time, of which a fraction $K_{ji}$ strikes $i$. Dividing by $\ell_i$ and using reciprocity gives
\begin{equation}
F_i=E_i+(1-s)\sum_jK_{ij}F_j .
\label{eq:balance}
\end{equation}
For panels of a void, $E_i=0$, and $K_{ij}=0$ unless $j$ lies in the same void. Every molecule leaving a void panel strikes some panel of that void, so $\sum_jK_{ij}=1$. Let $M$ be the largest $|F_i|$ in the void. Then, for the panel where it occurs,
\begin{equation}
M\le(1-s)\sum_jK_{ij}|F_j|\le(1-s)M ,
\end{equation}
or $sM\le0$. For $s>0$ this forces $M=0$. For $s=0$ a constant $F_i$ solves the equations, so the linear system is singular. Removing the void panels before solving avoids this failure and also saves unknowns.

The converse needs care. A wall of $A$ is reachable, but it may lie in shadow. The label therefore supplies zeros, while the flux on the remaining walls must still come from a transport model.

\section{The algorithm}

Let $\phi$ be the distance to the film surface, positive in gas and negative in solid, stored on a square grid of spacing $h$. Nodes with $\phi>0$ are gas.

\begin{enumerate}
\item Mark all gas nodes of the source row as reached and put them in a list.
\item Take a node from the list. Each of its four edge neighbours that is gas and not yet marked is marked and added to the list.
\item Repeat until the list is empty. Gas nodes without a mark belong to voids.
\item Give each solid node the label of its nearest gas node.
\item Advance the film where the label is ``reached''; leave $\phi$ unchanged elsewhere.
\end{enumerate}

A node enters the list at most once and has four neighbours looked at, so filling $N$ gas nodes takes at most $4N$ looks. The order in which nodes leave the list does not affect the result. The fill need be repeated only when some node has changed between gas and solid, because the labels depend on nothing else.

Step 4 is needed because the surface lies between a gas node and a solid node. Its position is interpolated from both values of $\phi$, so both must move together or both must stay.

\section{When the grid can be trusted}

\subsection{No leak through a seal}

A step of the fill joins two gas nodes a distance $h$ apart. If they belonged to different gas regions, those regions would be no more than $h$ apart. Hence, if distinct gas regions are separated by more than $h$, the fill cannot pass from one to another. Had diagonal neighbours been allowed, the longest step would be $\sqrt2\,h$, and the seal would have to be thicker than that to be safe.

A parallel-sided neck closes along its whole length at once, so its seal is thick immediately. A neck formed by two sharp lips is the opposite limit. Let the lips be at $x=\pm a$, $y=0$. A film of thickness $t$ around each lip is a disc of radius $t$, and the discs touch at $t=a$. For $t=a+\tau$ they overlap, and on the axis the solid reaches from $-y_0$ to $y_0$, with
\begin{equation}
y_0=\sqrt{(a+\tau)^2-a^2}=\sqrt{2a\tau+\tau^2}.
\end{equation}
The seal thickness is $2y_0$. It exceeds $h$ when $2a\tau+\tau^2>h^2/4$, which is certain once $\tau>h^2/(8a)$. For $a=20$ nm and $h=2$ nm this is 0.025 nm of extra film. A possible leak is thus short-lived for such a neck.

\subsection{No false closure of a gap}

Suppose a gas node can be joined to a source node by a path that stays farther than $h/\sqrt2$ from solid. Draw around every node the square of side $h$ centred on it. Any point of a square is at most half its diagonal, $h/\sqrt2$, from its node. The nodes of all squares crossed by the path are therefore gas. When the path crosses an edge, the two nodes are edge neighbours. When it passes through a corner, all four nodes around that corner are within $h/\sqrt2$ and hence gas, so they too are connected by edge steps. The fill follows the path and reaches the node.

The centre line of a straight gap of width $w$ is $w/2$ from solid. The gap is thus recognized as open if
\begin{equation}
w>\sqrt2\,h .
\label{eq:gap}
\end{equation}
No smaller number will do for all orientations. Lines of nodes at $45^\circ$ are $h/\sqrt2$ apart. A gap at $45^\circ$, centred on one such line and slightly narrower than $\sqrt2\,h$, contains that line alone. Successive nodes on it are diagonal neighbours, and the fill stops.

A closing gap with half-width $a-t$ can therefore be declared sealed too early by at most $h/\sqrt2$ of film thickness.

\section{A bottle-shaped trench}

\subsection{Geometry and growth}

Consider a long trench whose cross-section is a neck of width $2a=40$ nm and length $L=60$ nm above a body of width $W=120$ nm and height $H=200$ nm. The film grows by $g=0.10$ nm per cycle on every wall that precursor reaches. This is the ideal of atomic layer deposition, in which each pulse saturates the surface and then stops.

Let $d$ be the distance of a gas point from the uncoated solid. A film of uniform thickness $t$ occupies all points with $d\le t$. For a point outside it, the film surface is a distance $d-t$ away: the straight line to the nearest solid enters the film after that length, and a closer film point would place solid closer than $d$. Hence $\phi=d-t$ in the gas, and a cycle lowers $\phi$ by $g$. The same expression is used in the solid. Within the film it has the right sign, and next to smooth parts of the surface also the right size, but deep in a sealed neck it is no longer the distance to the film surface. In the uncoated solid $d=0$, and the expression gives only $-t$. The interpolated surface position is therefore unreliable until the film is thicker than $h$; the void areas below belong to films of 20 and 30 nm. On the neck axis $d=a$, so the neck closes after
\begin{equation}
\frac{a}{g}=\frac{20\ \text{nm}}{0.10\ \text{nm}}=200\ \text{cycles}.
\end{equation}

\subsection{Area of the void}

Let $\delta$ be the depth below the body's ceiling, and let the film thickness be $t\ge a$. For $\delta>t$ the gas is bounded by films on the side walls and floor, which gives a rectangle of area $(W-2t)(H-2t)$.

For $\delta<t$ there is no gas beneath the solid ceiling. Beneath the neck opening, $|x|<a$, the nearest ceiling point is a corner at horizontal distance $a-|x|$. The point is gas if $(a-|x|)^2+\delta^2>t^2$, that is, if
\begin{equation}
|x|<a-\sqrt{t^2-\delta^2}.
\end{equation}
The right side is positive for $\delta>\delta_0=\sqrt{t^2-a^2}$. This cusp has area
\begin{align}
C(t)&=2\int_{\delta_0}^{t}\left(a-\sqrt{t^2-\delta^2}\right)d\delta\\
&=2a(t-\delta_0)-\left[\delta\sqrt{t^2-\delta^2}+t^2\arcsin\frac{\delta}{t}\right]_{\delta_0}^{t}\\
&=2a(t-\delta_0)+a\delta_0-t^2\left(\frac{\pi}{2}-\arcsin\frac{\delta_0}{t}\right).
\end{align}
The last step used $\sqrt{t^2-\delta_0^2}=a$. The bracket is the angle whose cosine is $\delta_0/t$ and whose sine is $a/t$. Therefore
\begin{equation}
\mathcal A(t)=(W-2t)(H-2t)+2at-a\sqrt{t^2-a^2}-t^2\arcsin\frac{a}{t}.
\label{eq:area}
\end{equation}
This holds for $a\le t\le W/2-a$, so that the side films do not reach the cusp, and for $t<H/2$.

The true void stops changing at $t=a$, where the root vanishes and the arcsine is $\pi/2$:
\begin{equation}
\mathcal A(a)=80\times160+\left(2-\frac{\pi}{2}\right)20^2
=12\,800+172=12\,972\ \text{nm}^2 .
\end{equation}
After 300 cycles the open surface carries 30 nm. A program without labels puts 30 nm in the void as well. Its rectangle is $60\times140=8400$ nm$^2$ and the cusp adds 96 nm$^2$, together 8496 nm$^2$. The false loss, relative to the true void, is
\begin{equation}
1-\frac{8496}{12\,972}=0.345 .
\end{equation}
The points of the body farthest from any wall are $W/2=60$ nm away, so the false void vanishes at cycle 600.

\subsection{The same trench on a grid}

With $h=2$ nm and a column of nodes on the neck axis, the algorithm closes the neck at cycle 200. After 300 cycles it leaves a void of 12\,978 nm$^2$; without labels the same grid gives 8501 nm$^2$. These areas are summed over the nodes below the neck only and count a node as the fraction $\tfrac12+\phi/h$ of a cell, limited to the range from 0 to 1, and agree with Eq.~(\ref{eq:area}) to about 0.1\,\%.

If the axis lies midway between two columns, the nearest nodes are $h/2$ off axis and turn solid when $t=a-h/2$. Closure is then early by 1 nm, or 10 cycles, and the grid gives cycle 190. For $h=4$ nm it gives cycle 180. The general limit $h/\sqrt2$ corresponds to 14 and 28 cycles.

To see what early closure costs, use the void perimeter $P$ at $t=a$. The two sides and the floor contribute $2\times160+80=400$ nm, the flat ceiling 40 nm, and the two quarter circles of the cusp $\pi a=63$ nm, so $P=503$ nm. One nanometre of missing film leaves the body of the void too large by about 503 nm$^2$, or 4\,\%; the part of the neck left unfilled adds up to $2\times60=120$ nm$^2$ more. A node on the axis removes this error for a straight upright neck. A tilted neck can close early even with a node on its axis; a smaller $h$ then lowers the limit on the error.

\subsection{Reachable but in shadow}

A Monte Carlo calculation shows why the label is not a flux. Molecules start above the neck with a cosine distribution of directions, fly straight, stick with probability 0.10 at each impact and otherwise leave diffusely. With 10 nm of film the neck is open. Of 3000 molecules followed, those entering the body made 3904 impacts there, counting repeated impacts of one molecule. Of these, 433 were on the ceiling, counted as the surface facing within about $26^\circ$ of straight down, and none of them in a first flight. These counts come from one random sample and scatter by several per cent. The reason for the zero is geometrical: a molecule travelling downward cannot strike a surface that faces straight down, and a surface tilted by $26^\circ$ from that can be struck only by flights more than $64^\circ$ from the vertical, which the neck does not let through. The steeper parts of the rounded corners below the neck can be struck directly. The ceiling is fed by bounces alone. With 20.5 nm of film the neck is sealed, and there were no impacts in the body.

\section{The real process}

The parameters resemble atomic layer deposition of aluminium oxide from trimethylaluminium and water. Growth near 0.1 nm per cycle is typical of that process. The other process values are rough: 473 K, a precursor pressure of 0.1 Torr in 1 Torr of total gas, a molecular mass of 72 u and diameter of 0.6 nm, and a film density of 3.0 g/cm$^3$. The trench is a model shape.

\emph{Trapped precursor.} The ideal-gas density $p/k_BT$ is $2.04\times10^{15}$ cm$^{-3}$. The film holds $3.54\times10^{22}$ aluminium atoms per cm$^3$, from its density and the molar mass 101.96 g/mol of Al$_2$O$_3$. If the void is sealed full of precursor and every molecule deposits its one aluminium atom, the added thickness is
\begin{equation}
\frac{2.04\times10^{15}}{3.54\times10^{22}}\times\frac{12\,972\ \text{nm}^2}{503\ \text{nm}}
=1.5\times10^{-6}\ \text{nm},
\end{equation}
which is negligible beside one cycle.

\emph{Molecular size.} A molecule 0.6 nm wide is blocked when the gap falls to 0.6 nm. Each wall then still lacks 0.3 nm, so growth below stops 3 cycles early. The body of the void is larger by about $503\times0.3=151$ nm$^2$, and the neck keeps an unfilled slit of up to $0.6\times60=36$ nm$^2$, together 187 nm$^2$ or 1.4\,\%.

\emph{Exposure.} Uniform growth requires enough precursor to pass the shrinking neck in each pulse. The flux on an open surface, $p/\sqrt{2\pi mk_BT}$, is $1.90\times10^{19}$ cm$^{-2}$\,s$^{-1}$. Solving Eq.~(\ref{eq:balance}) for a slot 60 nm long and 1 nm wide, with walls that do not absorb, gives a transmitted fraction of 0.070. The rounded ends of the coated neck, left out here, lower it by about 5\,\%. Per centimetre of trench, $1.90\times10^{19}\times10^{-7}\times0.070=1.3\times10^{11}$ molecules pass per second. One cycle adds $3.54\times10^{14}$ aluminium atoms per cm$^2$ on the void perimeter and both neck walls, 623 nm in all, or $2.2\times10^{10}$ per centimetre. The time needed is about 0.17 s. At gaps of 10 nm and 2 nm the same estimate gives 0.004 s and 0.05 s. For point-like molecules a pulse of 1 s is thus long enough down to a gap of 1 nm; one of 0.1 s would starve the body in the last few cycles and leave a larger void. Molecules 0.6 nm wide have only $1-0.6=0.4$ nm of a 1 nm gap free for their centres, so the last cycles before blocking need longer pulses than this estimate gives, and even 1 s may then be too short. The estimate also assumes that arrival limits growth. Slow surface reactions, or a slow supply of water, would lengthen the time.

\emph{Flight.} The mean free path, estimated with the same diameter for all molecules, is about 31 $\mu$m, far above the 200 nm body height. Straight flights between walls are therefore a fair description inside the trench.

The two-dimensional assumption can change the answer far more than the trapped gas or the molecular size. A real trench has ends. If the body is open at an end, a cross-section may look sealed while gas still enters along the trench. With pulses long enough to saturate the body by that route, growth continues and 8496 nm$^2$, not 12\,972 nm$^2$, is the area after 300 cycles. At distances many times the body width, the pulse needed grows roughly as the square of the distance from the open end, so far from it a void may still remain. For a trench with an open end the fill must be made on a three-dimensional grid, with six face neighbours in place of four edge neighbours. The squares drawn around the nodes then become cubes, with half-diagonal $\sqrt3\,h/2$. A round hole is thus recognized as open if its diameter exceeds $\sqrt3\,h$; the limit $\sqrt2\,h$ is no longer enough for all orientations.
